# Rocking-curve broadening by wafer bow: silicon 004 at ten-metre radius

## Form of the answer

A parallel beam of width $w$, measured across the beam in the diffraction plane, falls on a wafer bent to radius $R$. The reflecting planes are parallel to the surface and bend with it. The wafer is turned through the angle $\omega$ between the beam and the surface at the beam centre, and an open detector collects the diffracted intensity. How wide is the range of $\omega$ over which some part of the beam diffracts?

Consider the ray at signed offset $p$ from the central ray. Its setting $\omega(p)$ is an angle, and the only lengths in the geometry are $p$ and $R$. Hence $\omega$ depends on $p/R$ and on the Bragg angle $\theta$ alone. Take $R$ positive for a surface convex towards the beam and negative for a concave one. The spread between the beam edges,

$$W=\omega\!\left(\frac{w}{2R}\right)-\omega\!\left(-\frac{w}{2R}\right),$$

is odd in $\epsilon=w/R$, because changing the sign of $\epsilon$ exchanges the two terms. Therefore

$$W=c_1(\theta)\,\epsilon+c_3(\theta)\,\epsilon^3+\dots$$

Reversing the bow changes only the sign of $W$, so the width is the same. The first geometric correction is smaller than the leading term by a factor of order $\epsilon^2$.

## The coefficients

Put the origin where the central ray meets the surface, with $x$ along the surface and $z$ outward. The beam travels along $(\cos\omega,-\sin\omega)$, and offsets are measured along the perpendicular $(\sin\omega,\cos\omega)$. The centre of curvature $(0,-R)$ has offset $-R\cos\omega$, so the ray at offset $p$ passes it at distance $R\cos\omega+p$. A line that meets a circle at angle $\alpha$ to its tangent passes the centre at distance $R\cos\alpha$. Diffraction requires $\alpha=\theta$, so

$$\cos\omega=\cos\theta-\frac{p}{R}.$$

Write $q=p/R$ and differentiate with respect to $q$. From $-\sin\omega\,\omega'=-1$,

$$\omega'=\frac{1}{\sin\omega},\qquad
\omega''=-\frac{\cos\omega}{\sin^3\omega},\qquad
\omega'''=\frac{\sin^2\omega+3\cos^2\omega}{\sin^5\omega}=\frac{1+2\cos^2\omega}{\sin^5\omega}.$$

At $q=0$, where $\omega=\theta$, these give

$$\omega-\theta=\frac{q}{\sin\theta}-\frac{\cos\theta}{2\sin^3\theta}q^2+\frac{1+2\cos^2\theta}{6\sin^5\theta}q^3+\dots$$

Subtracting the values at $q=\pm\epsilon/2$ removes the even term and doubles the odd ones:

$$W=\frac{w}{R\sin\theta}\left[1+\frac{1+2\cos^2\theta}{24\sin^4\theta}\left(\frac{w}{R}\right)^2+\dots\right].$$

The leading term has a simple reading. The beam covers a length $w/\sin\theta$ of surface, and the plane normals turn by that length divided by $R$. The cubic coefficient belongs to a circular profile. A parabola of the same central curvature has a slope that differs at third order, which changes that coefficient but not the leading one.

## Numbers for silicon 004

The 004 spacing is a quarter of the lattice parameter, $d=0.135776$ nm, and the Cu K-alpha1 wavelength is $\lambda=0.154059$ nm. Then

$$\sin\theta=\frac{\lambda}{2d}=\frac{0.154059}{0.271552}=0.5673,\qquad \theta=34.564^\circ .$$

For $w=1$ mm and $R=10$ m the footprint is $1/0.5673=1.763$ mm, and

$$W=\frac{1.763\times10^{-3}}{10}=176.3\ \mu\text{rad}=36.4\ \text{arcsec}.$$

Tracing the two edge rays onto a parabolic surface gives the same 36.36 arcsec as the formula. Omitting the footprint factor would give $w/R=20.6$ arcsec.

In the geometric correction $\sin^2\theta=0.322$ and $\cos^2\theta=0.678$, so the coefficient is $2.36/(24\times0.1036)\approx0.95$. With $(w/R)^2=10^{-8}$, the relative correction is about $10^{-8}$. The finite width of the flat-crystal curve gives a much larger correction.

## The flat-crystal curve

**Monochromator.** Let a ray deviate by $\delta$ in angle and by $x=\Delta\lambda/\lambda$ in wavelength. Differentiating Bragg's law gives $\Delta\theta=x\tan\theta$. A four-bounce monochromator with Bragg angle $\theta_M$ has two crystal pairs, which accept

$$|\delta-x\tan\theta_M|<A/2,\qquad |\delta+x\tan\theta_M|<A/2 .$$

Here each acceptance is idealized as a box, and the spectrum is taken as flat across the pass band. The quantities $s_\pm=x\tan\theta_M\pm\delta$ are then independent and uniform, each over a width $A$. The sample diffracts this ray at the offset

$$u=x\tan\theta-\delta=\frac{r-1}{2}s_++\frac{r+1}{2}s_-,\qquad r=\frac{\tan\theta}{\tan\theta_M}.$$

For $r>1$, $u$ is the sum of two uniform variables of widths $(r-1)A/2$ and $(r+1)A/2$. Its distribution is a trapezoid: the base is the sum of these widths, $rA$; the flat top is their difference, $A$; and the full width at half maximum (FWHM) is $(r+1)A/2$. With the rough value $A=12$ arcsec for Ge 220 and $\theta_M=22.65^\circ$, $r=1.65$. The base is 19.8 arcsec and the FWHM 15.9 arcsec.

**Intrinsic reflection.** An atomic plane in a field $E$ sends out a wave of amplitude $-igE$ to each side. Summing spherical waves over $N$ atoms per unit area gives $g=r_e\lambda Nf/\sin\theta$, for polarization normal to the diffraction plane, where $r_e$ is the classical electron radius and $f$ the atomic scattering factor. Let $a_1,b_1$ be the inward and outward amplitudes just before a plane, and $a_2,b_2$ those just behind it. With $E=a_1+b_1$,

$$a_2=a_1-igE,\qquad b_2=b_1+igE .$$

Between planes the amplitudes gain phases $\pm\phi$, with $\phi=2\pi d\sin\vartheta/\lambda$ at glancing angle $\vartheta$. Near the reflection $\phi=\pi+g(1+\eta)$, which defines $\eta$. To first order in $g$, one period multiplies $(a,b)$ by

$$-\left[1+ig\begin{pmatrix}\eta&-1\\1&-\eta\end{pmatrix}\right].$$

In a thick crystal $b/a=\rho$ must repeat from plane to plane. The eigenvector condition is $1-\eta\rho=(\eta-\rho)\rho$, or $\rho^2-2\eta\rho+1=0$. For $|\eta|<1$ this gives $|\rho|=1$, which is total reflection. Outside that range both roots are real and their product is 1. Without absorption neither solution decays; the one that carries energy into the crystal has $|\rho|<1$, which gives $|\rho|^2=(|\eta|-\sqrt{\eta^2-1})^2$. The total range is $2g$ in $\phi$. Dividing by $d\phi/d\vartheta=2\pi d\cos\theta/\lambda$ and using $N/d=8/a^3$, with $a$ the lattice parameter, gives the Darwin width

$$D=\frac{g\lambda}{\pi d\cos\theta}=\frac{2r_e\lambda^2\,(8f)}{\pi a^3\sin2\theta}.$$

With a rough $f=7$, $D=3.3$ arcsec. Forward scattering with a different $f$ moves the centre but not this width. Combining this reflection curve with the trapezoid gives a flat-crystal FWHM of 16.0 arcsec. This value and the simulated ones below are for polarization normal to the diffraction plane. An unpolarized tube beam also contains the other component, for which each crystal's range is narrower by the factor $|\cos2\theta|$ at its own Bragg angle. In the same idealized model, including it lowers the flat-crystal FWHM to about 14.9 arcsec and the relative peak height for a 1 mm beam at $R=10$ m from 0.45 to 0.42, but leaves the FWHM for that beam at 36.5 arcsec. The flat spectrum is also an idealization: the full pass band, $\Delta\lambda/\lambda\approx1.4\times10^{-4}$, is about half the K-alpha1 line width. For the normal polarization, a Lorentzian line of that width centred on the band lowers 16.0 to about 15.7 arcsec and 0.45 to about 0.44, again leaving 36.5 arcsec.

## Wide beam: the limit and its first correction

Let $k(u)$ be the flat curve normalized to unit area and symmetric about zero, and let $T(u)=\int_u^\infty k\,du'$ be its tail. A uniform beam on the bent wafer averages $k$ over a top-hat of width $W$. Apart from a factor $1/W$, the measured curve is

$$B(u)=\int_{u-W/2}^{u+W/2}k(u')\,du'.$$

At the centre $B(0)=1-2T(W/2)$, and at the edge $B(W/2)=\tfrac12-T(W)$. If the base of $k$ is narrower than $W$, both tails vanish, the edge lies at half the peak, and the FWHM is $W$. The trapezoid satisfies this condition, since $19.8<36.4$ arcsec.

The Darwin tails supply the correction. For large $|\eta|$ the reflectivity tends to $1/(4\eta^2)$. Its area in $\eta$ is $2+2\int_1^\infty(\eta-\sqrt{\eta^2-1})^2d\eta$. Setting $\eta=\cosh v$ turns the integral into $\int_0^\infty e^{-2v}\sinh v\,dv=\tfrac12(1-\tfrac13)=\tfrac13$, so the area is $8/3$. With $\eta=2u/D$,

$$T(u)\simeq\frac38\cdot\frac{1}{4\eta}=\frac{3D}{64u}.$$

Averaging over the trapezoid leaves this leading tail unchanged. At $u=W/2$ the curve exceeds half its peak by

$$T(W/2)-T(W)\simeq\frac{3D}{32W}-\frac{3D}{64W}=\frac{3D}{64W}.$$

The slope there is close to $-k(0)=-1/b$, where $b$ is the area of the flat curve divided by its peak. Each half-maximum point therefore moves outward by $3Db/(64W)$, and

$$\text{FWHM}\simeq W+\frac{3Db}{32W}.$$

For the trapezoid alone $b$ is 15.9 arcsec. The Darwin tails beyond its mean half-width of about 8 arcsec hold a fraction $2T(8'')\approx0.04$ of the area, which lowers $k(0)$ by that fraction and raises $b$ to about 16.5 arcsec. The correction is then $3\times3.29\times16.5/(32\times36.4)\approx0.14$ arcsec. The predicted 36.5 arcsec agrees with the simulated FWHM.

Adding FWHMs in quadrature gives $\sqrt{36.4^2+16.0^2}=39.7$ arcsec, about 9% above the simulated value. Variances add under convolution when they are finite, but the ratio of FWHM to standard deviation depends on shape. Here the $1/u^2$ Darwin tails do not even have a finite variance.

The area is shared over a wider curve, so the peak falls to about $b/W=16.5/36.4=0.45$ of the flat-crystal peak. The simulation also gives 0.45.

## Narrow beam: the opposite limit

When $W$ is small, expand a smooth flat curve $F(u)$ inside the average. The linear term cancels, and the mean of $v^2/2$ over $-W/2<v<W/2$ is $W^2/24$:

$$\frac1W\int_{-W/2}^{W/2}F(u+v)\,dv=F(u)+\frac{W^2}{24}F''(u)+\dots$$

On the flat top and straight flanks of a trapezoid $F''=0$, so its FWHM does not respond at this order. At $R=10$ m, a 0.1 mm beam has $W=3.6$ arcsec but a simulated FWHM of 16.0 arcsec, the flat-crystal value. A 0.3 mm beam has $W=10.9$ arcsec and a simulated FWHM of 16.3 arcsec. In neither case can the measured width be read as the bow width. At 3 mm the simulated FWHM and $W$ are both 109.1 arcsec.

With this monochromator, $W$ exceeds the trapezoid base when $w>19.8/36.4\approx0.54$ mm at $R=10$ m. Above that width the FWHM is within about 3% of $W$, and narrowing the slit reduces it nearly in proportion. The tail correction $3Db/(32W)$ needs $W/2$ well outside the trapezoid: at 0.55 mm the FWHM exceeds $W$ by about 0.6 arcsec, twice that estimate. Well below it, further narrowing gains little resolution.

## The real wafer and the neglected effects

A radius of 10 m is a strong bow, of the kind a highly stressed epilayer can cause. Across a 100 mm wafer the sag is $(0.1)^2/(8\times10)$ m $=125$ µm. Let a thin film exert a force $P$ per unit width on a wafer of thickness $t$ and biaxial modulus $M$. Moment balance, $Pt/2=Mt^3/(12R)$, gives $P=Mt^2/(6R)$. For $t=0.525$ mm and a rough $M=180$ GPa, $P=827$ N/m, or 0.83 GPa in a film 1 µm thick. Real wafers need not bend uniformly, so $R$ must be the local radius under the beam; a 10% change in local curvature changes $W$ by 3.6 arcsec.

The largest uncertainty considered here lies in the beam. If its angle varies steadily with position over the full 12 arcsec acceptance, that range adds to or subtracts from the bow, and the settings of the two beam edges differ by 24 to 48 arcsec. The FWHM follows this difference only if the beam stays uniform. Near the ends of its angular acceptance the monochromator passes fewer wavelengths, which dims the beam edges and makes the measured curve narrower. In the box model the FWHM is then close to the mean of the edge difference and the base $rA$, about 22 or 34 arcsec, both below 36. The estimate of 36 arcsec assumes no such correlation.

The other effects are small for these numbers:

- A miscut $\varphi$ changes the footprint to $w/\sin(\theta\mp\varphi)$. For $0.5^\circ$, $W$ changes by about 0.5 arcsec.
- With an absorption length of roughly 70 µm, counted along the paths in and out, the absorption-limited penetration depth is $70\sin\theta/2\approx20$ µm. A ray moves sideways by this depth times $\cot\theta$, and the planes turn by 0.6 arcsec over that distance. This is an upper bound, reached only in the tails of the reflection. At its centre the diffraction itself depletes the beam, and the intensity falls by $1/e$ over $d/(2g)\approx2$ µm.
- The mean strain $P/(Mt)=t/(6R)$ and the bending strain $t/(2R)$ add at the substrate surface to $2t/(3R)=3.5\times10^{-5}$. Zero normal stress requires a normal strain $-2C_{12}/C_{11}$ times this, with a rough ratio of 0.78. Multiplying by $\tan\theta=0.689$ gives a peak shift of 3.9 arcsec, which is uniform along the surface and does not broaden the curve. The strain gradient over the 20 µm depth contributes at most 0.2 arcsec.
- For rays without axial divergence, sideways tilt by $\chi$ requires $\sin\omega\cos\chi=\sin\theta$, a second-order effect. At the edge of a beam 10 mm high it is 0.02 arcsec. For a ray inclined by $\psi$ out of the diffraction plane, the glancing angle on untilted planes obeys $\sin\omega\cos\psi=\lambda/(2d)$. At fixed wavelength this shifts the setting by $\psi^2\tan\theta/2$, or 7.1 arcsec for $\psi=0.01$ rad. The monochromator crystals obey the same relation, so for a flat spectrum they pass a wavelength shorter by the factor $\cos\psi$, and this shift cancels. What remains is a shift of size $\chi\psi/\cos\theta$, about 1.25 arcsec at the edge of the 10 mm beam.

The numerical output lists most of these values.

## Computed results

```
Si lattice parameter: 0.543102 nm
Cu K-alpha1 wavelength: 0.154059 nm
004 plane spacing: 0.135776 nm
Bragg angle: 34.564 deg
sin, tan of Bragg angle: 0.5673, 0.6889
beam width: 1.0 mm; curvature radius: 10.0 m
footprint: 1.763 mm
bow width W, formula: 176.3 microrad = 36.36 arcsec
bow width W, ray tracing: 36.36 arcsec
w/R without footprint factor: 20.63 arcsec
Si scattering factor used (rough): 7.0
Darwin full width: 3.29 arcsec
monochromator acceptance A (rough): 12 arcsec
Ge lattice parameter (rough): 0.5658 nm
Ge 220 Bragg angle: 22.65 deg
monochromator trapezoid FWHM: 15.9 arcsec
monochromator trapezoid base: 19.8 arcsec
flat-crystal FWHM, simulated: 16.0 arcsec
beam mm | W | simulated FWHM | quadrature (arcsec) | peak/flat peak
0.1 | 3.6 | 16.0 | 16.4 | 1.00
0.3 | 10.9 | 16.3 | 19.4 | 0.98
1.0 | 36.4 | 36.5 | 39.7 | 0.45
3.0 | 109.1 | 109.1 | 110.2 | 0.15
sag of 100 mm wafer: 125 um
wafer thickness: 0.525 mm; biaxial modulus 180 GPa
film force per width for this bow: 827 N/m
stress if film is 1 um thick: 0.83 GPa
surface bending strain: 3.50e-05
2 C12/C11 (rough): 0.78
peak shift from bending strain: 3.9 arcsec
penetration depth: 20 um (absorption length 70 um)
strain-gradient broadening: 0.22 arcsec
plane rotation along path: 0.59 arcsec
change of W for 0.5 deg miscut: 0.47 arcsec
sideways tilt, 10 mm high beam: 0.018 arcsec
W if angle follows position: 24.4 to 48.4 arcsec
```
